# Why Misfit-Dislocation Strain Fades Within About One Dislocation Spacing

## What fixes the form of the answer

Linear elasticity contains no length of its own. Suppose that parallel misfit dislocations lie at regular spacing $p$ on the interface between a film and its substrate, and that the other boundaries are far away. The displacement they impose is proportional to the Burgers vector $b$, so the strain is too. If film and substrate share the same isotropic constants, the equilibrium equations contain the moduli only as a ratio, which Poisson's ratio $\nu$ expresses. The strain added by the array must then have the form

$$\varepsilon_{xx}(x,y)=\frac{b}{p}\,F\!\left(\frac{x}{p},\frac{y}{p};\nu\right),$$

where $x$ runs along the interface across the dislocations and $y$ is the height above it. Any decay length is a number times $p$; neither $b$ nor the stiffness can set it.

Periodicity suggests the number. The strain is a Fourier series with wavenumbers $k_n=2\pi n/p$. Let a displacement of amplitude $U$ and wavenumber $k$ reach to a height $\ell$. Its lateral strain, about $kU$, costs an energy proportional to $k^2U^2\ell$. Its vertical variation, about $U/\ell$, costs $(U/\ell)^2\ell=U^2/\ell$. With comparable stiffnesses, the sum $k^2\ell+1/\ell$ is least at $\ell=1/k$. The longest wave has $k_1=2\pi/p$, hence $\ell\approx p/2\pi$. The full solution confirms this scale, but adds a linear factor that matters in practice.

## The part that does not decay

Take a film under compression, with a lattice parameter $a_f$ larger than the substrate's $a_s$. Its coherent misfit strain, relative to the free film, is $\varepsilon_m=(a_s-a_f)/a_f<0$. The dislocation lines run along $z$, the Burgers vector lies along $x$, and nothing varies along $z$ (plane strain). Each dislocation removes one film plane and lets the film stretch, so the added strain is counted positive.

Let $\Delta u$ be the displacement $u_x$ just above the interface minus that just below. It rises by $b$ at each core, so its slope is a row of delta functions, whose Fourier series is

$$\frac{d\Delta u}{dx}=b\sum_m\delta(x-mp)=\frac bp\left[1+2\sum_{n\ge1}\cos k_nx\right].$$

The mean of $\varepsilon_{xx}$ over one period at height $y$ is $[u_x(p,y)-u_x(0,y)]/p$. Its derivative with respect to $y$ is $[\partial_yu_x(p,y)-\partial_yu_x(0,y)]/p$, which vanishes because the displacement gradients are periodic. The mean strain is therefore the same at every height in the film, and it exceeds that of the substrate surface by $b/p$.

A thick substrate hardly strains. For equal stiffness, a film of thickness $h$ relaxed by $b/p$ changes the force on a substrate of thickness $h_s$. Stretching gives a surface strain of $h/h_s$ times $b/p$, and the accompanying bending gives three times as much, so the total is $4h/h_s$. For $h\ll h_s$ the film takes practically all of the mean relaxation, and its mean total strain is

$$\bar\varepsilon=\varepsilon_m+\frac bp .$$

It vanishes only if $p=b/|\varepsilon_m|$. "Uniform relaxation above the interface" thus means a uniform change of strain, not necessarily a strain-free film.

## Why each harmonic decays

For one harmonic write $u_x=U\sin kx$ and $u_y=V\cos kx$. Let $\mu$ be the shear modulus and $M=2\mu(1-\nu)/(1-2\nu)$ the longitudinal modulus. Equilibrium reads

$$M\partial_x^2u_x+\mu\partial_y^2u_x+(M-\mu)\partial_x\partial_yu_y=0,$$
$$\mu\partial_x^2u_y+M\partial_y^2u_y+(M-\mu)\partial_x\partial_yu_x=0 .$$

Try $U$ and $V$ proportional to $e^{-\lambda ky}$. After division by $k^2$ the two equations become

$$(\mu\lambda^2-M)U+(M-\mu)\lambda V=0,\qquad (M\lambda^2-\mu)V-(M-\mu)\lambda U=0 .$$

A nonzero solution needs a vanishing determinant:

$$(\mu\lambda^2-M)(M\lambda^2-\mu)+(M-\mu)^2\lambda^2=\mu M(\lambda^2-1)^2=0 .$$

The moduli drop out, and the decaying root is $\lambda=1$: the vertical rate equals the lateral wavenumber.

The root is double, but at $\lambda=1$ the equations allow only $U=V$. The second solution therefore carries a factor $q=ky$:

$$U=(A+Bq)e^{-q},\qquad V=(C+Bq)e^{-q}.$$

With primes for $d/dq$, the first equilibrium equation is $\mu U''-MU-(M-\mu)V'=0$. Its terms in $q$ cancel. Its constant terms give

$$\mu(A-2B)-MA-(M-\mu)(B-C)=0 .$$

Since $M-\mu=\mu/(1-2\nu)$, this yields $C=A+(3-4\nu)B$, and the second equation is then satisfied as well.

Two conditions at the interface fix $A$ and $B$. Reflect the oscillating field in $y=0$ and reverse its sign. The result solves the same equations with the same jump, so it is the same field: $u_x$ is odd in $y$ and $u_y$ is even. The normal stress $\sigma_{yy}$ is then odd, and being continuous it vanishes at $y=0$.

The oscillating jump has amplitude $2b/(pk)$. Half belongs to the film, so $kA=b/p$. Vanishing $\sigma_{yy}$ means $\nu U+(1-\nu)V'=0$ at $q=0$, where $V'=B-C=-A-(2-4\nu)B$. Hence

$$-(1-2\nu)A=2(1-\nu)(1-2\nu)B,\qquad B=-\frac{A}{2(1-\nu)} .$$

With $\varepsilon_{xx}=kU\cos kx$ for each harmonic and the mean restored,

$$\boxed{\varepsilon_{xx}=\frac bp\left\{1+\sum_{n\ge1}\left[1-\frac{q_n}{2(1-\nu)}\right]e^{-q_n}\cos k_nx\right\}},\qquad q_n=\frac{2\pi ny}{p}.$$

This holds in the film for $p\ll h$ and away from its top surface.

## Reading the linear factor

The exponential has decay constant $p/2\pi$, but the amplitude of a harmonic is not a pure exponential. Put $c=2(1-\nu)$ and $f(q)=(1-q/c)e^{-q}$. The amplitude changes sign at $q=c$. Its derivative, $f'=(q-c-1)e^{-q}/c$, vanishes at $q=c+1$, where the reversed amplitude is largest. Beyond that point

$$-\frac{d\ln|f|}{dq}=1-\frac1{q-c},$$

so the local decay is slower than $e^{-q}$ and approaches it gradually. One decay constant above the interface is not yet a region of uniform strain.

Very close to the interface many harmonics contribute. A geometric series gives

$$\sum_{n\ge1} e^{-q_n}\cos k_nx=\frac12\left[\frac{\sinh k_1y}{\cosh k_1y-\cos k_1x}-1\right].$$

Between the cores this tends to $-1/2$ as $y\to0$. The sum containing $q_n$ is $-y\,\partial_y$ of the same expression and tends to zero. The added strain there is $b/2p$, half the mean. Just below, in the substrate, the oscillating part has the opposite sign and the mean is practically zero, so the added strain is $b/2p$ as well. The strains on the two sides are equal, as they must be where the patches between the cores remain coherent.

## The top surface

The stresses of a harmonic follow from $U$ and $V$. With $S=\mu b/[(1-\nu)p]$, Hooke's law gives $\sigma_{yy}=Sqe^{-q}\cos kx$. The two equilibrium conditions then give

$$\sigma_{xy}=-S(1-q)e^{-q}\sin kx,\qquad \sigma_{xx}=S(2-q)e^{-q}\cos kx .$$

A free surface at $q=H=kh$ must carry neither $\sigma_{yy}$ nor $\sigma_{xy}$. An image field that decays downward removes them. Let $s=k(h-y)$ and take the stress function $\phi=k^{-2}(\alpha+\beta s)e^{-s}\cos kx$, with $\sigma_{xx}=\partial_y^2\phi$, $\sigma_{yy}=\partial_x^2\phi$ and $\sigma_{xy}=-\partial_x\partial_y\phi$. At $s=0$ the image stresses have amplitudes $\alpha-2\beta$, $-\alpha$ and $\alpha-\beta$ respectively. Cancellation requires

$$\alpha=SHe^{-H},\qquad \beta=\alpha-S(1-H)e^{-H}=S(2H-1)e^{-H}.$$

The total surface stress $\sigma_{xx}$ has amplitude $S[(2-H)+(2-3H)]e^{-H}=4S(1-H)e^{-H}$. With $\sigma_{yy}=0$, plane strain gives $\varepsilon_{xx}=(1-\nu)\sigma_{xx}/2\mu$. The surface amplitude is therefore

$$\frac{2b}{p}(1-H)e^{-H},$$

independent of $\nu$. For $h\gg p$ it is negligible beside the mean $b/p$. For $h$ comparable with $p/2\pi$ the harmonics together are not negligible, and the film has no uniform upper part. Even at $h=p/2\pi$, where the first harmonic vanishes at the surface, the second has an amplitude of $2e^{-2}$, or 27%, of $b/p$.

## A barium titanate film

Take rough lattice parameters of 0.4000 nm for barium titanate and 0.3905 nm for strontium titanate, with $b=0.3905$ nm, $p=20$ nm, $h=40$ nm and $\nu=0.30$. Then

$$\varepsilon_m=\frac{0.3905-0.4000}{0.4000}=-2.38\%,\qquad \frac bp=\frac{0.3905}{20}=1.95\%.$$

To first order in the strains, the mean residual strain is $-0.42\%$; full relaxation would need a spacing of 16.4 nm. The decay constant is $20/2\pi=3.18$ nm.

At 10 nm, $q_1=\pi$ and the first harmonic is $(1-\pi/1.4)e^{-\pi}=-5.4\%$ of $b/p$. Summing the series gives the total strain, misfit included:

| Height (nm) | First harmonic (% of $b/p$) | Strain above a line (%) | Strain midway (%) |
|---:|---:|---:|---:|
| 2 | 29.4 | −0.34 | −0.90 |
| 5 | −2.5 | −0.64 | −0.45 |
| 10 | −5.4 | −0.54 | −0.33 |
| 20 | −0.7 | −0.44 | −0.41 |

The first harmonic is smaller at 5 nm than at 10 nm because it changes sign at 4.5 nm. At 5 nm the second harmonic, −5.4% of $b/p$, is the larger of the two. It has the same sign above a line and midway, which is why both strains there are more compressive than the mean.

The reversed first harmonic peaks at 6.5% of $b/p$, at 7.6 nm. It stays below 1% above 18.3 nm, whereas a pure exponential would reach 1% at 15 nm. The decay constant is about a sixth of the spacing, but the first harmonic of $\varepsilon_{xx}$ needs nearly a full spacing to stay below 1% of $b/p$. At the free surface the regular array leaves only 0.008% of $b/p$.

## What irregular spacing changes

Regular spacing excludes wavelengths longer than $p$. Displace each dislocation independently from its regular site by a random amount of rms size $s_0\ll h$, and longer waves appear. These reach farther up.

Let $g(x)$ be the surface strain of one dislocation. A periodic sum of $g$ has harmonic amplitudes $2\hat g(k)/p$, where $\hat g(k)=\int g\cos kx\,dx$. Comparison with the surface result gives $\hat g=b(1-kh)e^{-kh}$ for $k\ge0$. To first order, a shift $\delta_m$ changes the strain by $-\delta_mg'(x-mp)$. Independent shifts add in variance, and averaging over $x$ gives

$$\langle\delta\varepsilon^2\rangle=\frac{s_0^2}{p}\int g'^2dx=\frac{s_0^2b^2}{\pi ph^3}\int_0^\infty t^2(1-t)^2e^{-2t}dt .$$

The integral is $1/4-3/4+3/4=1/4$, so

$$\varepsilon_{\rm rms}=\frac{bs_0}{2\sqrt{\pi ph^3}} .$$

The exponential has given way to a power law. With $s_0=2$ nm, a tenth of the spacing, the surface strain fluctuates by 1.0% of $b/p$. A direct sum over one random array of 2500 dislocations gives 0.97%. Both are over a hundred times the amplitude left by the regular array.

If the positions are wholly random at the same mean density, the variance is $p^{-1}\int g^2dx$. The corresponding integral, $\int_0^\infty(1-t)^2e^{-2t}dt$, is also $1/4$, and the rms strain becomes $b/(2\sqrt{\pi ph})$. It falls only as $h^{-1/2}$. The same slow law, multiplied by $\sigma/p$, holds for thick films when the spacings themselves vary independently by a small rms amount $\sigma$, because the position errors then accumulate along the array. With $\sigma=2$ nm the surface fluctuation in the example is 2.0% of $b/p$ instead of 1.0%. The sharp separation into a disturbed layer and a uniform film is thus a property of order in the array.

## What anisotropy changes

For a cubic film with axes along $x$, $y$ and $z$, the same substitution gives

$$(C_{44}\lambda^2-C_{11})(C_{11}\lambda^2-C_{44})+(C_{12}+C_{44})^2\lambda^2=0 .$$

The two values of $\lambda^2$ have product 1 and sum $[C_{11}^2-C_{12}^2-2C_{12}C_{44}]/(C_{11}C_{44})$. Rough barium titanate constants of 176, 85 and 109 GPa for $C_{11}$, $C_{12}$ and $C_{44}$ make this sum about 0.27. Since it is below 2, the values are $e^{\pm i\theta}$ with $2\cos\theta=0.27$, and $\mathrm{Re}\,\lambda=\cos(\theta/2)=0.75$. The decay constant grows by a factor of 1.33, to 4.2 nm, and the amplitude oscillates with height inside its exponential envelope.

Amplitudes also depend on the substrate. They were found by a finite-element solution of the first harmonic, with the interface jump imposed and rough strontium titanate constants of 318, 102 and 123 GPa. At 10 nm the amplitude is −10.9% of $b/p$, twice the isotropic value; this comparison changes both film and substrate. Yet the last height at which it exceeds 1% is 17.9 nm, slightly below the isotropic 18.2 nm. A longer decay constant need not raise every threshold height, because the profile also oscillates.

Polarization can soften the film further. Stress changes the polarization $P$ through electrostriction, and that change adds strain. If free charge holds the electric field fixed, the normal compliances gain $4Q_iQ_jP^2\epsilon_0\epsilon_r$, and shears that tilt the polarization gain $Q_{44}^2P^2\epsilon_0\epsilon_r$. Here $Q_i$ is $Q_{11}$ for the direction normal to the film and $Q_{12}$ for the in-plane directions; $\epsilon_0$ is the vacuum permittivity and $\epsilon_r$ the relative one. The estimate uses $P=26$ µC/cm² normal to the film and relative permittivities of 100 (normal) and 400 (in plane). The rough coefficients $Q_{11}$, $Q_{12}$ and $Q_{44}$ are 0.11, −0.045 and 0.059 m⁴/C². The decay constant becomes 4.3 nm and the amplitude at 10 nm −12.7% of $b/p$. The direction of this change depends on the in-plane permittivity, which can be well above 400 in barium titanate: a value of 2000 gives a decay constant of 4.0 nm, shorter than without polarization, and an amplitude of −11.2%. Holding the field fixed on a scale of a few nanometres needs a high density of free charge. In an insulating film, the field created by the changing polarization keeps the decay constant near 4.2 to 4.3 nm and the amplitude near −12% for in-plane permittivities from 400 to 4000. This differs from the fixed-field values by up to 7% at 400 and 2000. At 4000, roughly the stress-free value of a barium titanate crystal, the difference is 16 to 22%, because the fixed-field estimate falls to 3.6 nm and −9.8%. The small-signal estimate also leaves out domain walls and switching.

## Using the result on real films

The lattice parameters and elastic constants above are rough values for the named oxides; the spacing and thickness are chosen. The residual strain is a small difference of two larger numbers and is sensitive to $a_f$. A model of the ferroelectric phase measures misfit from the cubic prototype lattice, about 0.4004 to 0.4006 nm at room temperature, which moves the residual from −0.42% to between −0.52% and −0.57%. One exposed assumption is the perfect order of the array: in the isotropic example, a position error of 10% of the spacing raises the surface fluctuation from about 0.01% to 1% of $b/p$; with the cubic film and substrate constants it rises from about 0.03% to 1.5%. Linear elasticity also fails near the cores. At a height of one Burgers vector the calculated added strain peaks at 9%, too large for a linear theory to be trusted there. Two further effects change the mean strain. A 0.5 mm substrate takes up about $3\times10^{-4}$ of $b/p$, and an assumed expansion difference of $10^{-6}$ K⁻¹ over 600 K shifts the uniform strain by 0.06%, toward tension if the film contracts more than the substrate on cooling and toward compression if it contracts less. That is 3% of $b/p$, more than the surface fluctuation just quoted, and not negligible beside a residual strain of 0.42%.

One array relaxes the film along $x$ only. A perpendicular array, with lines along $x$, relaxes it along $z$. In the isotropic linear model it adds no $\varepsilon_{xx}$, since its displacements neither point along $x$ nor vary with it.

For a well-ordered array with $h$ well above $p$, a practical division follows. Above a height of about $p$, use the uniform strain $\varepsilon_m+b/p$ in a model of the ferroelectric phase. Below it, use the position-dependent strain, and treat the first few lattice spacings around the cores atomistically. An average in-plane strain cannot reveal the disturbed layer, because that average is the same at every height. If the spacing is irregular, estimate the surface fluctuation from the power law that matches the disorder: $h^{-3/2}$ for independent shifts about regular sites, $h^{-1/2}$ for errors that accumulate; if $h$ is not well above $p$, solve for the strain of the whole film.
